# The Long-Range Wichmann-Kroll Tail from the Euler-Heisenberg Lagrangian

## The Coulomb potential far outside the Compton wavelength

Suppose the vacuum-polarization correction to a nuclear Coulomb field is taken from the Uehling potential alone. At ten reduced Compton wavelengths from a bare indium nucleus, this gives a fractional correction of $+5.7\times10^{-14}$. The leading term of the long-distance expansion, which the Uehling potential misses, is $-2.6\times10^{-10}$ there: it is thousands of times larger and has the opposite sign. The Uehling potential is linear in the nuclear charge and dies exponentially. The response cubic in the nuclear charge, the first part of the Wichmann-Kroll potential, leaves a power law.

### Statement and conventions

We set $\hbar=c=1$ and use Heaviside-Lorentz fields, so $\alpha=e^2/4\pi$ with $e>0$. Here $e$ and $m$ are the physical elementary charge and electron mass. The source is a static, infinitely heavy point charge $Ze$, and the potential is that felt by an infinitesimal static test charge. With one electron loop,

$$
\phi(r)=\frac{Ze}{4\pi r}\left[1+\delta_U(r)-\delta_{WK}(r)+\cdots\right],\qquad
\delta_{WK}=\frac{2\alpha(Z\alpha)^2}{225\pi(mr)^4}. \tag{1}
$$

Here $\delta_U$ is the Uehling term. The expression for $\delta_{WK}$ is the leading tail for $mr\gg1$ and $Z\alpha/(mr)^2\ll1$, not the Wichmann-Kroll potential at all distances. The first condition makes the field nearly uniform over a Compton wavelength; the second makes $eE/m^2$ small.

### The quartic term in the Lagrangian

For slowly varying fields the electron loop gives a local Lagrangian. Lorentz invariance restricts it to functions of $\mathbf E^2-\mathbf B^2$ and $\mathbf E\cdot\mathbf B$. The second invariant changes sign under parity and must appear squared. The quartic part is therefore

$$
\mathcal L_4=c_1(\mathbf E^2-\mathbf B^2)^2+c_2(\mathbf E\cdot\mathbf B)^2. \tag{2}
$$

A Coulomb field involves $c_1$ alone. Since a pure magnetic field gives $c_1B^4$, we can find $c_1$ from Landau levels.

For a uniform field $B$ along $z$, the squared Dirac Hamiltonian is $m^2+(\boldsymbol\Sigma\cdot\boldsymbol\pi)^2$. Its transverse orbital part has eigenvalues $(2j+1)eB$, and the spin term adds $\pm eB$. The energies are thus $\pm\sqrt{m^2+p^2+2neB}$, where $p$ is the momentum along $z$. For each sign of the energy there is one spin state at $n=0$ and there are two at $n\geq1$; call these numbers $g_n$. Each level holds $eB/2\pi$ states per unit area.

The filled sea has energy density minus the sum of the positive square roots. For a static magnetic field the Lagrangian is minus the energy density, so

$$
\mathcal L_1=\frac{b}{4\pi}\sum_{n=0}^{\infty}g_nF(nb),\quad b=2eB,\quad
F(x)=\int_{-\infty}^{\infty}\frac{dp}{2\pi}\sqrt{m^2+p^2+x}. \tag{3}
$$

A smooth high-energy cutoff is understood. The Euler-Maclaurin formula gives

$$
F(0)+2\sum_{n\ge1}F(nb)=\frac2b\int_0^\infty F\,dx-\frac b6F'(0)+\frac{b^3}{360}F'''(0)+\cdots. \tag{4}
$$

Multiplication by $b/4\pi$ produces three terms. The first is independent of $B$. The second is proportional to $B^2$ and diverges logarithmically; with its electric partner it rescales $\frac12(\mathbf E^2-\mathbf B^2)$ and is absorbed in the physical charge and field. The third is finite. Three derivatives of the square root give the factor $\frac12(-\frac12)(-\frac32)=\frac38$, and the substitution $p=m\tan\theta$ gives

$$
F'''(0)=\frac{3}{16\pi}\int_{-\infty}^{\infty}\frac{dp}{(m^2+p^2)^{5/2}}
=\frac{3}{16\pi m^4}\int_{-\pi/2}^{\pi/2}\cos^3\theta\,d\theta
=\frac1{4\pi m^4}, \tag{5}
$$

because the angular integral is $4/3$. The quartic term is then

$$
c_1B^4=\frac{b^4}{1440\pi}\frac1{4\pi m^4}
=\frac{16e^4B^4}{5760\pi^2m^4},\qquad
c_1=\frac{e^4}{360\pi^2m^4}=\frac{2\alpha^2}{45m^4}, \tag{6}
$$

where $e^4=16\pi^2\alpha^2$ was used. This is the Euler-Heisenberg coefficient.

### From the Lagrangian to the tail

For a static electric field $\mathbf E=-\nabla\phi$ and an external charge density $\rho$,

$$
\mathcal L=\tfrac12E^2+c_1E^4-\rho\phi. \tag{7}
$$

Under $\phi\to\phi+\delta\phi$ the change is $-(1+4c_1E^2)\mathbf E\cdot\nabla\delta\phi-\rho\,\delta\phi$. Integrating the first term by parts and requiring the total to vanish gives

$$
\nabla\cdot\mathbf D=\rho,\qquad \mathbf D=(1+4c_1E^2)\mathbf E. \tag{8}
$$

Equation (8) fails close to the nucleus, where the field varies appreciably over a Compton wavelength, but the flux can be fixed from the outside. In the region where (8) holds, $r^2D$ is constant. At infinity the nonlinear term vanishes and the flux measures the physical charge. Hence $D=Ze/4\pi r^2$.

To first order in $c_1$, the solution of $D=E+4c_1E^3$ is $E=D-4c_1D^3$. Taking $\phi(\infty)=0$,

$$
\phi(r)=\int_r^\infty E\,ds
=\frac{Ze}{4\pi r}-4c_1\left(\frac{Ze}{4\pi}\right)^3\int_r^\infty\frac{ds}{s^6}
=\frac{Ze}{4\pi r}-\frac{4c_1}{5r^5}\left(\frac{Ze}{4\pi}\right)^3. \tag{9}
$$

Dividing the last term by $Ze/4\pi r$ and using $(e/4\pi)^2=\alpha/4\pi$ gives

$$
\delta_{WK}=\frac{4}{5r^4}\,\frac{2\alpha^2}{45m^4}\,\frac{Z^2\alpha}{4\pi}
=\frac{2\alpha(Z\alpha)^2}{225\pi(mr)^4}, \tag{10}
$$

as stated in (1).

The sign has a dielectric meaning. By (8) the vacuum has permittivity $1+4c_1E^2$, which exceeds one where the field is strong and returns to one at infinity. The charge enclosed by a sphere of radius $r$ is

$$
Q(r)=4\pi r^2E=Ze(1-4c_1D^2)=Ze(1-5\delta_{WK}). \tag{11}
$$

The last equality follows by comparing $4c_1D^2$ with (10). Since $Q$ rises towards $Ze$ as $r$ grows, the induced charge density in the tail has the sign of the nucleus. A test charge inside part of this distribution feels a weakened field.

### Why the linear response has no such tail at one loop

Consider electrons with potential energy $V=v\cos kx$. The transverse part of the Dirac Hamiltonian, $\boldsymbol\alpha_\perp\cdot\mathbf p_\perp+\beta m$, anticommutes with $\alpha_x$ and squares to $M^2=m^2+p_\perp^2$. For each $\mathbf p_\perp$ the problem is thus two copies of a two-component Dirac sea in one dimension, with $h=\sigma_xp+\sigma_zM$.

Up to terms that do not matter beyond first order in $V$, the energy of this sea is minus half the sum of all $|\varepsilon|$. Since $\int(d\omega/2\pi)\frac12\ln(\omega^2+\varepsilon^2)=\frac12|\varepsilon|+\text{const}$, it can be written and expanded as

$$
W=-\int\frac{d\omega}{2\pi}\operatorname{Tr}\ln(i\omega-h-V)
=\text{const}+\sum_{n\ge1}\frac1n\int\frac{d\omega}{2\pi}\operatorname{Tr}(GV)^n, \tag{12}
$$

$$
G(p)=\frac1{i\omega-h}=-\frac{i\omega+h}{\omega^2+p^2+M^2}. \tag{13}
$$

Define the response $\chi$ by the second-order energy per length, $W_2=-\frac12\chi\langle V^2\rangle=-\frac14\chi v^2$. The two orders of momentum transfer, $+k$ then $-k$ and the reverse, contribute equally. With $p'=p+k$ this gives

$$
\chi=-\int\frac{dp\,d\omega}{(2\pi)^2}\operatorname{tr}[G(p)G(p')]
=-2\int\frac{dp\,d\omega}{(2\pi)^2}
\frac{-\omega^2+pp'+M^2}{(\omega^2+p^2+M^2)(\omega^2+p'^2+M^2)}. \tag{14}
$$

Combine the denominators with a Feynman parameter $y$. They become $(\omega^2+A^2)^2$, where $A^2=l^2+\Delta$, $l=p+yk$ and $\Delta=M^2+y(1-y)k^2$. In the numerator, $pp'=l^2+(1-2y)kl-y(1-y)k^2$. We integrate over $\omega$ first, using

$$
\int\frac{d\omega}{(\omega^2+A^2)^2}=\frac{\pi}{2A^3},\qquad
\int\frac{\omega^2d\omega}{(\omega^2+A^2)^2}=\frac{\pi}{2A}. \tag{15}
$$

The term odd in $l$ integrates to zero. The rest is $(\pi/2A^3)[-l^2-\Delta+l^2-y(1-y)k^2+M^2]=-\pi y(1-y)k^2/A^3$. Since $\int dl\,A^{-3}=2/\Delta$,

$$
\chi(k)=\frac1\pi\int_0^1dy\,\frac{y(1-y)k^2}{M^2+y(1-y)k^2}. \tag{16}
$$

Now sum over transverse momenta. The measure is $2\int d^2p_\perp/(2\pi)^2=(1/2\pi)\int dM^2$, and with a large cutoff $\Lambda$,

$$
\frac{\chi_3(k)}{k^2}=\frac1{2\pi^2}\int_0^1dy\,y(1-y)
\ln\frac{\Lambda^2}{m^2+y(1-y)k^2}. \tag{17}
$$

The energy at fixed potential is minus the Lagrangian, so the sea adds $\frac12e_0^2\chi_3\phi^2$ to the classical $\frac12k^2\phi^2$, where $e_0$ is the bare charge. The interaction of two charges is proportional to $e_0^2/[k^2(1+e_0^2\chi_3/k^2)]$. Its $k\to0$ limit defines the physical charge through $1/e^2=1/e_0^2+(\chi_3/k^2)_{k=0}$. Written with $e$, the interaction is $e^2/[k^2(1-\Pi)]\simeq(e^2/k^2)(1+\Pi)$. Here $\Pi$ is $e^2$ times the drop of $\chi_3/k^2$ from its value at $k=0$. For momentum $q$,

$$
\Pi(q^2)=\frac{2\alpha}\pi\int_0^1dy\,y(1-y)\ln\left[1+y(1-y)\frac{q^2}{m^2}\right]. \tag{18}
$$

To find its range in space, put $u=2y-1$ and use the symmetry $u\to-u$. Then $y(1-y)=(1-u^2)/4$ and $\int_0^1dy\to\int_0^1du$. We integrate by parts with $(u-u^3/3)/4$ as the antiderivative of $(1-u^2)/4$. The boundary terms vanish, the logarithm being zero at $u=1$, so

$$
\Pi(q^2)=\frac\alpha\pi q^2\int_0^1du\,\frac{u^2(1-u^2/3)}{4m^2+(1-u^2)q^2}. \tag{19}
$$

With $1-u^2=1/t^2$ we have $du=dt/(t^3u)$, $u=\sqrt{t^2-1}/t$ and $1-u^2/3=\frac23(1+1/2t^2)$. Therefore

$$
\frac{\Pi(q^2)}{q^2}=\frac{2\alpha}{3\pi}\int_1^\infty dt\left(1+\frac1{2t^2}\right)
\frac{\sqrt{t^2-1}}{t^2}\,\frac1{q^2+4m^2t^2}. \tag{20}
$$

The Fourier transform of $1/(q^2+4m^2t^2)$ is $e^{-2mtr}/4\pi r$. Relative to the Coulomb potential,

$$
\delta_U(r)=\frac{2\alpha}{3\pi}\int_1^\infty dt\,e^{-2mrt}\left(1+\frac1{2t^2}\right)\frac{\sqrt{t^2-1}}{t^2}. \tag{21}
$$

The smallest mass is $2m$, the threshold for a real pair. For $mr\gg1$ the integral comes from $t=1+s$ with small $s$, where the factors multiplying the exponential become $\frac32\sqrt{2s}$. Using $\int_0^\infty ds\,e^{-2mrs}\sqrt{2s}=\sqrt\pi/[4(mr)^{3/2}]$,

$$
\delta_U(r)\simeq\frac{\alpha\,e^{-2mr}}{4\sqrt\pi\,(mr)^{3/2}}. \tag{22}
$$

The local expansion agrees with this. Expanding (18) in powers of $q^2$ and multiplying by $1/q^2$ gives a polynomial in $q^2$, which in space is a delta function and its derivatives at the source. No finite order of that expansion reaches a point outside. In space, each local linear term induces a charge proportional to $\nabla\cdot\mathbf E$ or its derivatives, and this vanishes wherever there is no source. The cubic response differs: the term $4c_1E^2\mathbf E$ in (8) is radial and falls as $r^{-6}$ in a Coulomb field, so its divergence is nonzero outside the source and it induces charge at the distant point.

### Corrections to the leading tail

A one-loop term with $n$ powers of the field and $2j$ derivatives has, by dimensions, the form $(eE)^n\partial^{2j}/m^{2n+2j-4}$. Differentiating once with respect to $E$, dividing by the Coulomb field and setting $eE\sim Z\alpha/r^2$ gives the relative size

$$
\frac{\alpha(Z\alpha)^{n-2}}{(mr)^{2n+2j-4}}. \tag{23}
$$

The terms with $n=2$ are the contact terms just described, and odd $n$ is excluded by charge conjugation. The leading tail is $n=4$, $j=0$. Two more derivatives cost a factor of order $1/(mr)^2$, and two more fields cost $(Z\alpha)^2/(mr)^4$. Within this one-loop expansion, higher powers of $Z\alpha$ thus fall off faster and do not alter the coefficient of $(mr)^{-4}$. A further photon inside the loop brings another factor of $\alpha$; such two-loop terms are not computed here.

The sea of (12) also checks the electric use of $c_1$, which so far rests on Lorentz invariance. Let the local fourth-order energy density in one dimension be $-\kappa(eE)^4/M^6$. Summing over transverse momenta must return $c_1$:

$$
\frac{c_1}{e^4}=\frac{\kappa}{2\pi}\int_{m^2}^\infty\frac{dM^2}{M^6}=\frac{\kappa}{4\pi m^4},
\qquad\text{so}\qquad \kappa=\frac1{90\pi}. \tag{24}
$$

The numerical check evaluates the $n=4$ term of (12) for the cosine potential, for which $\langle(eE)^4\rangle=\frac38v^4k^4$. The ratio to the local value is $0.986$, $0.945$ and $0.882$ at $k/M=0.1$, $0.2$ and $0.3$, and it extrapolates to $0.99996$ at $k=0$. The electric coefficient is confirmed, and the departures at finite $k$ show derivative corrections at work. They belong to a cosine, however, and do not supply the coefficient of the $1/(mr)^2$ correction in a Coulomb field.

### A bare indium nucleus

Take $Z=49$, with the nucleus as a point charge and all atomic electrons removed. Then $Z\alpha=0.35757$ and

$$
(mr)^4\delta_{WK}=\frac{2(0.0072974)(0.35757)^2}{225\pi}=2.640\times10^{-6}. \tag{25}
$$

The length unit is $1/m=386.16$ fm. At $mr=10$, or $r=3862$ fm, the tail is $\delta_{WK}=2.64\times10^{-10}$. An electron treated as a static test charge has Coulomb energy $-Z\alpha m/(mr)=-0.35757\times510999\ \text{eV}/10=-18272$ eV. The leading tail weakens the attraction and shifts this energy by $+18272\ \text{eV}\times2.64\times10^{-10}=+4.8\times10^{-6}$ eV. By (11) the enclosed charge is below $Ze$ by the fraction $1.3\times10^{-9}$. These values and the table use the leading term only. In the known long-distance expansion of the full $\alpha(Z\alpha)^3$ potential, quoted here and not derived, $2/[225(mr)^4]$ is followed by $59/[1323(mr)^6]$, a relative correction of $+5.0/(mr)^2$. At $mr=10$ this and the following term raise the tail to about $2.8\times10^{-10}$, the shift to $5.1\times10^{-6}$ eV and the charge deficit to $1.4\times10^{-9}$; at $mr=20$ the tail becomes $1.7\times10^{-11}$.

| $mr$ | $eE/m^2$ | $-\delta_{WK}$ | $\delta_U$ |
|---|---|---|---|
| 5 | $1.4\times10^{-2}$ | $-4.2\times10^{-9}$ | $3.1\times10^{-9}$ |
| 10 | $3.6\times10^{-3}$ | $-2.6\times10^{-10}$ | $5.7\times10^{-14}$ |
| 20 | $8.9\times10^{-4}$ | $-1.6\times10^{-11}$ | $4.5\times10^{-23}$ |

Between $mr=10$ and $20$ the tail falls by $2^4=16$, while the Uehling term falls by $1.3\times10^9$.

The leading tail and the Uehling term have equal size at $mr\approx4.8$, about 1850 fm. Derivative corrections may matter there. Halving the tail moves the crossing to $5.3$, and doubling it moves the crossing to $4.3$. These trials measure sensitivity and are not error bounds. At $mr=5$ the Uehling term is $0.74$ of the tail, so a reduction of the tail by 26% would reverse the sign of the total. A correction of relative order $1/(mr)^2$ would need a coefficient of only about $6.5$ to do this. The quoted coefficient $+5.0$ has the opposite effect: it enlarges the tail, by 20% at $mr=5$, which favors a negative total there and a crossing below $4.8$. The following term adds about 8% more at $mr=5$, so the leading entry at that distance is only a rough guide. At $mr=10$ the tail exceeds the Uehling term by a factor of about 4600, and a correction of relative order $1/(mr)^2$ would need a coefficient near 100 to change the sign.

The example omits nuclear size and polarizability, recoil, two-loop terms and the electrons of a real atom. It also omits the nuclear moments. Natural indium nuclei have spin $9/2$ and a quadrupole moment near $0.8$ b, whose potential falls as $r^{-3}$. On the axis of an aligned nucleus at $mr=10$ it is about $5\times10^{-8}$ of the Coulomb potential, some 200 times the tail, although its average over directions vanishes. The numbers therefore describe the vacuum response to a fixed point charge, not a measured indium level.

## Calculated quantities

```
alpha = 0.007297353 (dimensionless)
reduced Compton wavelength 1/m = 386.1593 fm
electron rest energy = 510998.95 eV
Z = 49, Z alpha = 0.357570 (dimensionless)
c1 m^4/e^4, formula = 2.81447732e-04
c1 m^4/e^4, Landau levels = 2.81447440e-04
c1 m^4/e^4, electric sea = 2.81436261e-04
k/M = 0.1: quartic energy / local value = 0.985856
k/M = 0.2: quartic energy / local value = 0.945064
k/M = 0.3: quartic energy / local value = 0.882139
k -> 0: quartic energy / local value = 0.999959
(m r)^4 times tail = 2.63989e-06 (dimensionless)
m r = 5: r = 1930.80 fm
  eE/m^2 = 1.4303e-02 (dimensionless)
  Coulomb energy of electron = -36543.61 eV
  Wichmann-Kroll fraction = -4.2238e-09
  Uehling fraction = 3.1308e-09
  Wichmann-Kroll energy shift = 1.5435e-04 eV
  Uehling energy shift = -1.1441e-04 eV
  numerical Gauss-law / tail formula = 0.999959
m r = 10: r = 3861.59 fm
  eE/m^2 = 3.5757e-03 (dimensionless)
  Coulomb energy of electron = -18271.80 eV
  Wichmann-Kroll fraction = -2.6399e-10
  Uehling fraction = 5.7194e-14
  Wichmann-Kroll energy shift = 4.8236e-06 eV
  Uehling energy shift = -1.0450e-09 eV
  numerical Gauss-law / tail formula = 0.999959
m r = 20: r = 7723.19 fm
  eE/m^2 = 8.9393e-04 (dimensionless)
  Coulomb energy of electron = -9135.90 eV
  Wichmann-Kroll fraction = -1.6499e-11
  Uehling fraction = 4.4921e-23
  Wichmann-Kroll energy shift = 1.5074e-07 eV
  Uehling energy shift = -4.1040e-19 eV
  numerical Gauss-law / tail formula = 0.999959
enclosed charge change at m r = 10: -1.3199e-09 of Ze
tail(10)/tail(20) = 16.000
Uehling(10)/Uehling(20) = 1.2732e+09
crossing, tail times 0.5: m r = 5.268, r = 2034.4 fm
crossing, tail times 1.0: m r = 4.792, r = 1850.5 fm
crossing, tail times 2.0: m r = 4.295, r = 1658.4 fm
```
